# The 2p Share of Hydrogen's Static Polarizability

## Problem

A hydrogen atom in its ground state is placed in a weak, uniform, static electric field $F$ along $z$. The electron cloud shifts slightly against the field, and the atom acquires a dipole moment $p=\alpha F$. The coefficient $\alpha$ is the static polarizability.

(a) In perturbation theory the ground state acquires small admixtures of excited states. How much of $\alpha$ comes from the nearest level that can contribute, 2p?

(b) What is the total, with all bound and continuum states included?

(c) What fraction does 2p supply, and where does the rest come from?

The electron is treated as nonrelativistic and the proton as fixed at the origin. Spin plays no part. Gaussian units are used, so $\alpha$ is a volume. The electron has charge $-e$ with $e>0$, and the Bohr radius is $a_0=\hbar^2/(me^2)$. Two rearrangements of this definition are used repeatedly:

$$\frac{\hbar^2}{m}=e^2a_0,\qquad \frac{\hbar^2}{ma_0^2}=\frac{e^2}{a_0}.$$

The force on the electron is $-eF$, so its potential energy in the field is $+eFz$. The Hamiltonian is

$$H=H_0+eFz,\qquad H_0=-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{r}.$$

## A first estimate by scaling

Measure length in units of $a_0$ by writing $\mathbf r=a_0\boldsymbol\rho$. Then

$$H=\frac{e^2}{a_0}\left[-\frac12\nabla_\rho^2-\frac1\rho+\varphi\,\rho_z\right],\qquad \varphi=\frac{Fa_0^2}{e}.$$

The bracket contains one parameter, $\varphi$. Reflection $z\to-z$ changes the sign of $\varphi$ but cannot change the ground-state energy, so the energy is even in $\varphi$. Its leading change has the form $-\tfrac12c\,\varphi^2e^2/a_0=-\tfrac12c\,a_0^3F^2$, where $c$ is a pure number.

This change is tied to the dipole. For a normalized eigenstate, differentiating the energy with respect to $F$ leaves only the explicit derivative of $H$:

$$\frac{dE}{dF}=\langle ez\rangle=-p=-\alpha F
\quad\Longrightarrow\quad E(F)=E_1-\tfrac12\alpha F^2.$$

Comparison gives $\alpha=c\,a_0^3$. Scaling fixes the unit but not the number.

For a rough value of $c$, replace the atom by an electron on a spring of frequency $\omega$. The displacement is $eF/(m\omega^2)$ in magnitude, so $\alpha=e^2/(m\omega^2)$. If $\hbar\omega$ is set equal to the binding energy $e^2/(2a_0)$,

$$m\omega^2=\frac{m}{\hbar^2}\,\frac{e^4}{4a_0^2}=\frac{1}{e^2a_0}\,\frac{e^4}{4a_0^2}=\frac{e^2}{4a_0^3},
\qquad \alpha\approx4a_0^3.$$

If $\hbar\omega$ is instead set equal to the first excitation energy, $3e^2/(8a_0)$, the same formula gives $(8/3)^2a_0^3\approx7.1\,a_0^3$. The spring has one frequency and the atom has many, so this estimate leaves an uncertainty of almost a factor of two.

## The sum over excited states

Let $\psi_0$ be the 1s state with energy $E_1=-e^2/(2a_0)$. Expand the perturbed state as $\psi_0+\psi_1+\psi_2+\dots$ and its energy as $E_1+E^{(1)}+E^{(2)}+\dots$, ordered by powers of $F$. The first-order energy $E^{(1)}=eF\langle\psi_0|z|\psi_0\rangle$ vanishes because $|\psi_0|^2$ is even and $z$ is odd. The terms of first and second order in $H\psi=E\psi$ are then

$$(H_0-E_1)\psi_1=-eFz\,\psi_0,$$

$$(H_0-E_1)\psi_2+eFz\,\psi_1=E^{(2)}\psi_0.$$

Project the second equation on $\psi_0$. The first term drops out because $H_0$ is Hermitian and $(H_0-E_1)\psi_0=0$. This leaves

$$E^{(2)}=eF\langle\psi_0|z|\psi_1\rangle.$$

Projecting the first equation on an excited eigenstate $k$ of $H_0$ gives its amplitude in $\psi_1$:

$$\langle k|\psi_1\rangle=-\frac{eF\langle k|z|\psi_0\rangle}{E_k-E_1}.$$

Insert this amplitude in $E^{(2)}$ and set the result equal to $-\tfrac12\alpha F^2$. The two minus signs cancel and the factor $\tfrac12$ becomes a 2:

$$\alpha=2e^2\sum_{k\ne1s}\frac{|\langle k|z|1s\rangle|^2}{E_k-E_1}.$$

The sum includes an integral over the continuum. No term is negative, since all excited states lie above $E_1$. Any part of the sum is therefore a lower bound on the total.

## The 2p contribution

The $n=2$ shell has four orbital states. The 2s state is spherically symmetric, like 1s, so its matrix element of the odd function $z$ vanishes. The 2p states with $m=\pm1$ contain $e^{\pm i\phi}$, which integrates to zero over the azimuth. This leaves the $m=0$ state, with wave functions

$$\psi_0=\frac{e^{-r/a_0}}{\sqrt{\pi a_0^3}},\qquad
\psi_{2p}=\frac{z\,e^{-r/2a_0}}{4\sqrt{2\pi}\,a_0^{5/2}}.$$

To confirm the energy of the second, use $\nabla^2[z\,g(r)]=z(g''+4g'/r)$ with $g=e^{-r/2a_0}$:

$$H_0(zg)=\left[-\frac{e^2a_0}{2}\left(\frac{1}{4a_0^2}-\frac{2}{a_0r}\right)-\frac{e^2}{r}\right]zg
=-\frac{e^2}{8a_0}\,zg.$$

The $1/r$ terms cancel, so $E_2=-e^2/(8a_0)$ and

$$E_2-E_1=\frac{e^2}{a_0}\left(\frac12-\frac18\right)=\frac{3e^2}{8a_0}.$$

For the normalization, the angular average of $z^2$ is $r^2/3$, so $\int z^2e^{-r/a_0}d^3r=\tfrac{4\pi}{3}\,4!\,a_0^5=32\pi a_0^5$. This cancels the squared prefactor $1/(32\pi a_0^5)$.

In the matrix element the exponents add to $3r/(2a_0)$, and the prefactors multiply to $1/(4\sqrt2\,\pi a_0^4)$:

$$\langle2p|z|1s\rangle=\frac{1}{4\sqrt2\,\pi a_0^4}\,\frac{4\pi}{3}\int_0^\infty r^4e^{-3r/2a_0}\,dr.$$

The radial integral is $4!\,(2a_0/3)^5=24\cdot32\,a_0^5/243$. Hence

$$\langle2p|z|1s\rangle=\frac{256}{243\sqrt2}\,a_0=\frac{2^{15/2}}{3^5}\,a_0\approx0.7449\,a_0.$$

The square is $2^{15}a_0^2/3^{10}\approx0.5549\,a_0^2$, and the 2p term of the sum is

$$\alpha_{2p}=2e^2\cdot\frac{2^{15}}{3^{10}}a_0^2\cdot\frac{8a_0}{3e^2}
=\frac{2^{19}}{3^{11}}\,a_0^3\approx2.96\,a_0^3.$$

This answers part (a). One atomic unit of polarizability is $a_0^3$, so the value is 2.96 atomic units, or $0.4386$ Å$^3$.

### An atom with two states

The same number describes a model atom that has no states except 1s and 2p. With $\Delta=E_2-E_1$ and $d=\langle2p|z|1s\rangle$, the lower eigenvalue of its $2\times2$ Hamiltonian is

$$E_-=\frac{E_1+E_2}{2}-\sqrt{\frac{\Delta^2}{4}+e^2F^2d^2}.$$

For $eFd\ll\Delta$ the root is $\Delta/2+e^2F^2d^2/\Delta$, so $E_-\approx E_1-e^2F^2d^2/\Delta$. Its polarizability is $2e^2d^2/\Delta=\alpha_{2p}$. In the opposite limit the dipole, $-dE_-/dF$, saturates at $ed$, because two states can form no larger dipole. The real atom does not follow the model there, since a field of that strength pulls the electron off.

## Bounds on the total

The numerators of the sum can be added without knowing the excited states. Completeness, together with $\langle1s|z|1s\rangle=0$, gives

$$\sum_{k\ne1s}|\langle k|z|1s\rangle|^2=\langle z^2\rangle=\frac{\langle r^2\rangle}{3}
=\frac13\cdot\frac{4}{a_0^3}\int_0^\infty r^4e^{-2r/a_0}dr=a_0^2.$$

The integral is $4!\,(a_0/2)^5=\tfrac34a_0^5$, so $\langle r^2\rangle=3a_0^2$.

No gap is smaller than $\Delta$. Replacing every gap by $\Delta$ can only raise the sum, so

$$\alpha\le\frac{2e^2a_0^2}{3e^2/(8a_0)}=\frac{16}{3}a_0^3\approx5.33\,a_0^3.$$

A tighter bound keeps 2p as it is. All other contributing states lie at or above $n=3$, where $E_3-E_1=\tfrac12(1-\tfrac19)e^2/a_0=4e^2/(9a_0)$. Therefore

$$\alpha\le\alpha_{2p}+2\,(1-0.5549)\cdot\frac94\,a_0^3\approx4.96\,a_0^3.$$

The total must lie between 2.96 and $4.96\,a_0^3$.

## The exact total

The sum can be avoided by solving the first-order equation directly. Write $\psi_1=f\psi_0$. Since $\psi_0$ satisfies $(H_0-E_1)\psi_0=0$, only terms with derivatives of $f$ survive:

$$(H_0-E_1)(f\psi_0)=-\frac{\hbar^2}{2m}\left(\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0\right).$$

The 1s gradient is $\nabla\psi_0=-(\hat{\mathbf r}/a_0)\psi_0$. Set the expression equal to $-eFz\psi_0$, divide by $\psi_0$, and multiply by $-2m/\hbar^2=-2/(e^2a_0)$:

$$\nabla^2f-\frac{2}{a_0}\frac{\partial f}{\partial r}=\frac{2F}{ea_0}\,z.$$

The source is proportional to $z$, so try $f=z\,h(r)$. With $\partial(zh)/\partial r=z(h/r+h')$, the common factor $z$ cancels:

$$h''+\frac{4h'}{r}-\frac{2}{a_0}\left(h'+\frac hr\right)=\frac{2F}{ea_0}.$$

A linear function $h=A+Br$ suffices. The terms in $1/r$ require $4B-2A/a_0=0$, so $A=2a_0B$. The constant terms are $-2B/a_0$ from $h'$ and another $-2B/a_0$ from $h/r$. They require $-4B/a_0=2F/(ea_0)$, so $B=-F/(2e)$ and $A=-Fa_0/e$. Thus

$$\psi_1=-\frac Fe\left(a_0z+\frac{rz}{2}\right)\psi_0.$$

One could add a multiple of $\psi_0$, which solves the homogeneous equation. It would not change $E^{(2)}$, because $\langle z\rangle=0$ in the 1s state. The minus sign in $\psi_1$ means that the electron density grows on the side of negative $z$, as the force $-eF$ demands.

The energy needs one more average:

$$\langle r^3\rangle=\frac{4}{a_0^3}\cdot5!\left(\frac{a_0}{2}\right)^6=\frac{15}{2}a_0^3,
\qquad \langle rz^2\rangle=\frac{\langle r^3\rangle}{3}=\frac52a_0^3.$$

Then

$$E^{(2)}=eF\langle\psi_0|z|\psi_1\rangle=-F^2\left(a_0\langle z^2\rangle+\tfrac12\langle rz^2\rangle\right)
=-F^2a_0^3\left(1+\tfrac54\right)=-\tfrac94a_0^3F^2.$$

Equating this to $-\tfrac12\alpha F^2$ gives the answer to part (b):

$$\alpha=\frac92\,a_0^3=4.5\,a_0^3.$$

The value is exact within the stated model. It corresponds to $0.6668$ Å$^3$ and lies inside the bounds found above.

The two calculations can be joined at the 2p state. An extra factor $r$ in the matrix element replaces $4!\,(2a_0/3)^5$ by $5!\,(2a_0/3)^6$, which multiplies it by $10a_0/3$. The 2p amplitude in the closed solution is therefore

$$\langle2p|\psi_1\rangle=-\frac Fe\left(a_0+\frac12\cdot\frac{10a_0}{3}\right)d=-\frac{8a_0}{3e}\,Fd=-\frac{eFd}{\Delta}.$$

This is the amplitude that perturbation theory assigns to 2p. The closed solution contains the 2p term and all the others together.

## Comparison

The 2p share is

$$\frac{\alpha_{2p}}{\alpha}=\frac{2.9596}{4.5}=65.8\,\%.$$

Keeping 2p alone makes the polarizability too small by 34 % of the exact value. The missing $1.540\,a_0^3$ can be divided by summing radial integrals over the bound p states and integrating over the Coulomb waves of the continuum:

- 2p gives $2.960\,a_0^3$.
- Bound p states with $n\ge3$ give $0.704\,a_0^3$, of which 3p supplies $0.400$ and 4p $0.132$.
- The continuum gives $0.837\,a_0^3$.

Before rounding, the parts add up to $4.500\,a_0^3$. More than half of what 2p misses comes from the continuum, so adding further bound levels cannot repair the sum: all bound states together reach $3.663\,a_0^3$. The continuum enters although the first-order state $\psi_1$ describes a distorted atom and not an ionized one. Its states are needed as components of a localized function.

The shape of $\psi_1$ shows why 2p alone is not enough. The function $\psi_1$ falls off as $e^{-r/a_0}$, apart from powers of $r$, while 2p falls off as $e^{-r/2a_0}$. The 2p function alone is too extended, and other p waves must cancel its outer part and strengthen the inner part.

The share of 2p in the polarizability exceeds its share in $\langle z^2\rangle$, which is 55.5 %. The reason is its small energy denominator. Define a mean gap $\bar\Delta$ by $\alpha=2e^2\langle z^2\rangle/\bar\Delta$. The exact total gives $\bar\Delta=4e^2/(9a_0)$, and

$$\frac{\alpha_{2p}}{\alpha}=\frac{d^2}{\langle z^2\rangle}\,\frac{\bar\Delta}{\Delta}=0.5549\cdot\frac{4/9}{3/8}=0.658.$$

The continuum shows the opposite effect: it holds 28.3 % of $\langle z^2\rangle$ but supplies 18.6 % of $\alpha$. The mean gap has the same value as $E_3-E_1$, but it is a harmonic average over all contributing states, weighted by $|\langle k|z|1s\rangle|^2$, and does not single out the third shell.

The spring estimate of $4a_0^3$ is 11 % below the exact value, closer than the 2p term. Both spring values are in fact bounds. The oscillator-strength sum rule states $\sum_k(E_k-E_1)|\langle k|z|1s\rangle|^2=\hbar^2/(2m)=e^2a_0/2$. The Cauchy–Schwarz inequality applied to $\sum_k|\langle k|z|1s\rangle|^2=a_0^2$ gives $a_0^4\le(\alpha/2e^2)(e^2a_0/2)$, so $\alpha\ge4a_0^3$, a tighter lower bound than the 2p term. Writing each term of $\alpha$ as $2e^2(E_k-E_1)|\langle k|z|1s\rangle|^2/(E_k-E_1)^2$ and replacing the squared gap by $\Delta^2$ gives $\alpha\le e^4a_0/\Delta^2=\tfrac{64}{9}a_0^3\approx7.1\,a_0^3$, the value of the other choice.

For a hydrogen-like ion with its nucleus of charge $Ze$ held fixed, lengths shrink by $1/Z$ and gaps grow by $Z^2$. Each term of the sum then scales as $Z^{-2}/Z^2=Z^{-4}$. The total becomes $\tfrac92a_0^3/Z^4$, and the 2p share stays the same.

## The numbers in a strong laboratory field

Take a free hydrogen atom in vacuum at $F=10$ MV/cm. This is roughly the field at which good thin films of silicon dioxide break down, so it is high by the standards of insulators. In atomic units it is only $1.945\times10^{-3}\,e/a_0^2$. The mean electron position moves by

$$\frac{\alpha F}{e}=4.5\times1.945\times10^{-3}\,a_0=8.75\times10^{-3}\,a_0=0.463\ \text{pm},$$

and the energy falls by

$$\tfrac12\alpha F^2=\tfrac12\times4.5\times(1.945\times10^{-3})^2\,\frac{e^2}{a_0}=8.51\times10^{-6}\,\frac{e^2}{a_0}=0.232\ \text{meV}.$$

With 2p alone the two values would be $0.305$ pm and $0.152$ meV at the same field.

The effects left out are much smaller than this difference:

- **Nonlinear response.** Diagonalizing the Hamiltonian at this field gives a dipole 0.019 % larger than $\alpha F$.
- **Proton motion.** The atom is neutral, so the field couples to the relative coordinate, and the reduced mass replaces $m$. The Bohr radius grows by the factor $1+m/M$, with $M$ the proton mass, and $\alpha$ by its cube, an increase of 0.16 %.
- **Relativity.** Corrections are expected to be of the order of the squared fine-structure constant, 0.005 %. This is an estimate of size, not a calculated shift.
- **Field ionization.** In a static field the electron can tunnel out, so the ground state is strictly a long-lived resonance. The barrier integral along the field axis gives a suppression factor of roughly $10^{-140}$, with an exponent uncertain by several units. On that axis the barrier top sinks to $E_1$ when $1/x+Fx=\tfrac12$, in atomic units, has a double root, which happens at $F=e/(16a_0^2)$. The field used here is smaller than that by a factor of about 32.
- **Temperature.** At 300 K the Boltzmann factor of the $n=2$ level is about $10^{-171}$.

The result enters dielectric screening most directly in a dilute gas of $N$ atoms per unit volume. The polarization is $N\alpha F$, so $\varepsilon=1+4\pi N\alpha$ for $N\alpha\ll1$. Keeping 2p alone would make $\varepsilon-1$ too small by the same 34 %. In a dense medium this formula no longer holds, because the field at an atom differs from the average field and neighbouring atoms distort each other's electron clouds.

The numerical output lists the main computed values.

## Numbers as computed

```
matrix element <2p|z|1s>: 0.74494 a0
its square: 0.55493 a0^2
mean z^2 in 1s: 1.00000 a0^2
gap E2-E1: 0.3750 e^2/a0
alpha from 2p, formula: 2.95962 a0^3
alpha from two-state diagonalization: 2.9596 a0^3
alpha total, exact formula: 4.5000 a0^3
alpha total, diagonalization in field: 4.50000 a0^3
share of 2p in total: 65.77 %
missing from 2p alone: 1.5404 a0^3
alpha from 3p: 0.4005 a0^3
alpha from 4p: 0.1319 a0^3
alpha from bound n>=3: 0.7036 a0^3
alpha from all bound states: 3.6633 a0^3
alpha from continuum: 0.8367 a0^3
bound plus continuum: 4.5000 a0^3
z^2 strength, all bound states: 0.7166 a0^2
z^2 strength, continuum: 0.2834 a0^2
upper bound, smallest gap for all: 5.3333 a0^3
upper bound, 2p kept exactly: 4.9624 a0^3
alpha from 2p, converted: 0.4386 angstrom^3
alpha total, converted: 0.6668 angstrom^3
example field: 10.0 MV/cm
example field in atomic units: 1.9447e-03 e/a0^2
electron displacement, 2p only: 0.3046 pm
electron displacement, total: 0.4631 pm
energy lowering, 2p only: 0.1523 meV
energy lowering, total: 0.2315 meV
nonlinear part of dipole: 0.0187 %
finite proton mass, change of alpha: 0.1635 %
relativity, order of size: 0.0053 %
field ionization, barrier exponent: 325.5 (no unit)
log10 of barrier factor: -141.4 (no unit)
log10 of Boltzmann factor of n=2, 300 K: -171.4 (no unit)
```
